# Ordering temperature of a short-circuited ferroelectric film with varying Curie temperature: verification in Python

```python
"""Ordering of a short-circuited film with a depth-dependent Curie temperature.

Result under test: for laterally uniform normal polarization and no gradient
energy, the ordering temperature exceeds the thickness average by delta, with
    mean(Theta / (Theta + delta - tau)) = 1,   delta ~ variance(tau) / Theta.
tau   : local Curie temperature minus its thickness average (K)
Theta : Curie constant / background relative permittivity (K)
The independent road is a discretized Poisson problem plus diagonalization.
Lengths are in nm and temperatures in K unless a name says otherwise.
Material parameters are rough typical values for a PbTiO3-like film.
"""
import numpy as np
from scipy.constants import epsilon_0, elementary_charge, k as boltzmann
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar


def field_operator(n, thickness, kappa_b, screening=0.0, electrode=0.0):
    """Matrix giving epsilon_0 * E from P, by solving Gauss's law.

    screening: coefficient of the potential in Gauss's law (1/nm^2)
    electrode: effective screening length of each electrode (nm)
    """
    h = thickness / n
    grad = (np.eye(n, n + 1, 1) - np.eye(n, n + 1)) / h
    mass = np.full(n + 1, h)
    mass[[0, -1]] = h / 2
    stiffness = h * kappa_b * grad.T @ grad + np.diag(mass * screening)
    if electrode > 0:
        stiffness[0, 0] += 1 / electrode
        stiffness[-1, -1] += 1 / electrode
    else:
        grad = grad[:, 1:-1]
        stiffness = stiffness[1:-1, 1:-1]
    return -h * grad @ np.linalg.solve(stiffness, grad.T)


def ordering(tau, curie, kappa_b, thickness, k=0.0, kappa_perp=0.0,
             gradient=0.0, electrode=0.0, debye=np.inf, slope=None):
    """Ordering temperature minus average (K), and the critical mode.

    gradient: gradient coefficient over Landau slope (K nm^2)
    slope   : local Landau slope divided by its average
    """
    n = len(tau)
    h = thickness / n
    slope = np.ones(n) if slope is None else slope
    screening = kappa_perp * k**2 + kappa_b / debye**2
    matrix = np.diag(slope * tau) + curie * field_operator(
        n, thickness, kappa_b, screening, electrode)
    diff = (np.eye(n - 1, n, 1) - np.eye(n - 1, n)) / h
    matrix -= gradient * (k**2 * np.eye(n) + diff.T @ diff)
    matrix = (matrix + matrix.T) / 2
    root = np.sqrt(slope)
    values, vectors = eigh(matrix / np.outer(root, root),
                           subset_by_index=[n - 1, n - 1])
    return values[0], vectors[:, 0] / root


def secular_root(tau, theta):
    return brentq(lambda d: np.mean(theta / (theta + d - tau)) - 1,
                  0.0, tau.max(), xtol=1e-13, rtol=1e-14)


def linear_grade(width, n):
    return width * ((np.arange(n) + 0.5) / n - 0.5)


def linear_formula(width, theta):
    return width / 2 / np.tanh(width / (2 * theta)) - theta


def two_layer_formula(s, theta):
    return (np.sqrt(theta**2 + 4 * s**2) - theta) / 2


# Rough inputs of the example
curie = 1.5e5
kappa_b = 10.0
average_tc = 750.0
width = 50.0
thickness = 30.0
kappa_perp = 100.0
gradient_si = 1e-10          # J m^3 / C^2
electrode = 0.01             # nm, each electrode
slope_change = 0.10          # full relative change of Landau slope
mean_p = 10.0                # uC/cm^2, chosen to size the internal field
breakdown = 1000.0           # kV/cm, rough
n = 120

theta = curie / kappa_b
landau_slope = 1 / (epsilon_0 * curie)
gradient = gradient_si / landau_slope * 1e18
tau = linear_grade(width, n)
layers = np.where(np.arange(n) < n // 2, -width / 2, width / 2)

# Electrostatics: Poisson solution against the short-circuit field law
expected_field = -(np.eye(n) - np.ones((n, n)) / n) / kappa_b
assert np.allclose(field_operator(n, thickness, kappa_b), expected_field,
                   atol=1e-10)

# Strong contrast and irregular profiles: diagonalization against secular law
rng = np.random.default_rng(4)
for strong_theta in (60.0, 200.0):
    profile = rng.uniform(-25, 25, n)**3 / 625
    profile -= profile.mean()
    assert profile.max() < strong_theta
    found = ordering(profile, strong_theta * kappa_b, kappa_b, thickness)[0]
    assert abs(found - secular_root(profile, strong_theta)) < 1e-8
    shuffled = rng.permutation(profile)
    moved = ordering(shuffled, strong_theta * kappa_b, kappa_b, 77.0)[0]
    assert abs(found - moved) < 1e-8
    w = strong_theta + found
    scale = strong_theta * profile.var() / w
    assert scale / (w - profile.min()) < found < scale / (w - profile.max())
    assert 0 < found < profile.var() / (strong_theta - profile.max())

# Skewed profile: the first correction is the third moment
skewed = np.where(np.arange(n) < n // 10, 45.0, -5.0)
skew_gain = ordering(skewed, curie, kappa_b, thickness)[0]
third = np.mean(skewed**3) / theta**2
assert abs(skew_gain - skewed.var() / theta - third) < 0.02 * third

# Closed forms, both weak and strong contrast
gain, mode = ordering(tau, curie, kappa_b, thickness)
gain_fine = ordering(linear_grade(width, 2 * n), curie, kappa_b, thickness)[0]
gain_formula = linear_formula(width, theta)
assert abs(gain / gain_formula - 1) < 2e-4      # midpoint-grid variance error
assert abs(gain_fine - gain_formula) < abs(gain - gain_formula)
strong = ordering(tau, 60 * kappa_b, kappa_b, thickness)[0]
assert abs(strong / linear_formula(width, 60.0) - 1) < 3e-4
gain_layers = ordering(layers, curie, kappa_b, thickness)[0]
assert abs(gain_layers - two_layer_formula(width / 2, theta)) < 1e-8
gain_std = ordering(2 * layers, curie, kappa_b, thickness)[0]
assert abs(gain_std - two_layer_formula(width, theta)) < 1e-8
gain_low_kappa = ordering(tau, curie, 5.0, thickness)[0]
assert abs(gain_low_kappa / gain - 0.5) < 1e-4

# Nonlinear onset with positive quartic coefficient (b/a = 1 in scaled units)
strong_theta, small_p = 60.0, 0.05


def mean_mismatch(temperature):
    p = np.full(n, small_p)
    linear = strong_theta + temperature - tau
    for _ in range(12):
        p -= (linear * p + p**3 - strong_theta * small_p) / (linear + 3 * p**2)
    return p.mean() - small_p


onset = brentq(mean_mismatch, strong - 0.5, strong + 0.5, xtol=1e-13)
phi = strong_theta / (strong_theta + strong - tau)
onset_drop = small_p**2 * np.mean(phi**4) / np.mean(phi**2)
assert abs((strong - onset) / onset_drop - 1) < 0.01

# Critical mode and internal field at the chosen mean polarization
polarization = mean_p * mode / mode.mean()
internal_field = -(polarization - mean_p) * 1e-2 / (kappa_b * epsilon_0) / 1e5
expected_mode = mean_p * theta / (theta + gain - tau)
assert np.allclose(polarization, expected_mode, rtol=1e-8)
max_field = np.abs(internal_field).max()

# Gradient energy along the normal
gain_gradient = ordering(tau, curie, kappa_b, thickness, gradient=gradient)[0]
gradient_loss = 1 - gain_gradient / gain
assert abs(gradient_loss / (12 * gradient / theta / thickness**2) - 1) < 0.05

# Lateral modulation: long-wave coefficient below and above critical thickness
critical_l = np.sqrt(120 * gradient * curie / (kappa_perp * width**2))
critical_l_soft = np.sqrt(120 * gradient * curie / (1000.0 * width**2))
long_wave = []
for length in (thickness, 150.0):
    args = dict(kappa_perp=kappa_perp, gradient=gradient)
    start = ordering(tau, curie, kappa_b, length, **args)[0]
    small_k = 0.005
    end = ordering(tau, curie, kappa_b, length, k=small_k, **args)[0]
    coefficient = (end - start) / small_k**2
    predicted = kappa_perp * width**2 * length**2 / (120 * curie) - gradient
    assert abs(coefficient / predicted - 1) < 0.01
    long_wave.append(coefficient)
assert long_wave[0] < 0 < long_wave[1]
waves = np.linspace(0, 2, 81)
ideal_scan = [ordering(tau, curie, kappa_b, thickness, k=q,
                       kappa_perp=kappa_perp, gradient=gradient)[0]
              for q in waves]
assert int(np.argmax(ideal_scan)) == 0
fine_domains = [ordering(tau, curie, kappa_b, thickness, k=q,
                         kappa_perp=kappa_perp)[0] for q in (1.0, 10.0, 100.0)]
assert fine_domains[0] < fine_domains[1] < fine_domains[2] < width / 2
assert fine_domains[2] > 23.5

# Imperfect electrodes, uniform and laterally modulated
electrode_shift = ordering(tau, curie, kappa_b, thickness,
                           electrode=electrode)[0]
x = 2 * electrode / thickness
electrode_formula = -curie * x / (1 + kappa_b * x)
assert abs(electrode_shift - electrode_formula - gain) < 1e-3
real_scan = [ordering(tau, curie, kappa_b, thickness, k=q,
                      kappa_perp=kappa_perp, gradient=gradient,
                      electrode=electrode)[0] for q in waves]
best = int(np.argmax(real_scan))
best_fine = ordering(linear_grade(width, 2 * n), curie, kappa_b, thickness,
                     k=waves[best], kappa_perp=kappa_perp, gradient=gradient,
                     electrode=electrode)[0]
equal_thickness_um = curie * 2 * electrode / gain * 1e-3

# Landau slope varying in step with the Curie temperature
slope = 1 + linear_grade(slope_change, n)
slope_shift = ordering(tau, curie, kappa_b, thickness, slope=slope)[0]
covariance = np.mean(slope * tau)
assert abs(slope_shift - covariance - gain) < 1e-3

# Mobile charge with Debye length equal to the thickness
gain_debye = ordering(tau, curie, kappa_b, thickness, debye=thickness)[0]
assert abs(gain_debye / gain - 1.1) < 0.002
carriers_cm3 = (kappa_b * epsilon_0 * boltzmann * average_tc
                / (elementary_charge * thickness * 1e-9)**2 * 1e-6)

# First-order offset for a rough stress-free PbTiO3-like Landau polynomial
quartic, sextic = -2.9e8, 1.56e9
lowest = minimize_scalar(lambda y: quartic * y / 4 + sextic * y**2 / 6,
                         bounds=(0, 1), method="bounded",
                         options={"xatol": 1e-10})
first_order_offset = -2 * lowest.fun / landau_slope
offset_formula = 3 * quartic**2 / (16 * sextic * landau_slope)
assert abs(first_order_offset / offset_formula - 1) < 1e-6

print(f"Curie constant (rough input): {curie:.3g} K")
print(f"Background relative permittivity (rough input): {kappa_b:.0f}")
print(f"Average Curie temperature (rough input): {average_tc:.0f} K")
print(f"Full width of Curie-temperature grade: {width:.0f} K")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Landau slope a: {landau_slope:.4g} m/(F K)")
print(f"Depolarization temperature Theta: {theta:.0f} K")
print(f"Variance of linear grade: {width**2 / 12:.2f} K^2")
print(f"Standard deviation of linear grade: {width / 12**0.5:.2f} K")
print(f"Gain, linear grade, diagonalization: {gain:.6f} K")
print(f"Gain, linear grade, closed form: {gain_formula:.6f} K")
print(f"Gain change on doubling mesh: {gain_fine - gain:.2e} K")
print(f"Gain, two equal layers 50 K apart: {gain_layers:.5f} K")
print(f"Gain, standard deviation 50 K: {gain_std:.4f} K")
print(f"Gain, linear grade, permittivity 5: {gain_low_kappa:.6f} K")
print(f"Linear full width for 1 K gain (estimate): {(12*theta)**0.5:.0f} K")
print(f"Strong-contrast test, Theta 60 K, gain: {strong:.4f} K")
print(f"Skewed test profile, gain: {skew_gain:.6f} K")
print(f"Skewed test profile, third-moment part: {third:.2e} K")
print(f"Chosen mean polarization: {mean_p:.0f} uC/cm2")
print(f"Polarization range across film: {np.ptp(polarization):.4f} uC/cm2")
print(f"Largest internal field: {max_field:.1f} kV/cm")
print(f"Breakdown field (rough input): {breakdown:.0f} kV/cm")
print(f"Internal field / breakdown field: {max_field / breakdown:.3f}")
print(f"Gradient coefficient (rough input): {gradient_si:.1e} J m3/C2")
print(f"Gradient coefficient / Landau slope: {gradient:.1f} K nm2")
print(f"Fraction of gain lost to normal gradient: {gradient_loss:.2e}")
print(f"In-plane relative permittivity (rough input): {kappa_perp:.0f}")
print(f"Critical thickness for long-wave domains: {critical_l:.1f} nm")
print(f"Same, in-plane permittivity 1000: {critical_l_soft:.1f} nm")
print(f"k^2 coefficient at 30 nm: {long_wave[0]:.1f} K nm2")
print(f"k^2 coefficient at 150 nm: {long_wave[1]:.1f} K nm2")
for q, value in zip((1, 10, 100), fine_domains):
    print(f"No gradient energy, k = {q} 1/nm, shift: {value:.2f} K")
print(f"Electrode screening length (rough input): {electrode:.2f} nm")
print(f"Uniform shift with real electrodes: {electrode_shift:.2f} K")
print(f"Best modulated shift, real electrodes: {real_scan[best]:.2f} K")
print(f"Wavevector of best modulation: {waves[best]:.3f} 1/nm")
print(f"Its change on doubling mesh: {best_fine - real_scan[best]:.3f} K")
print(f"Thickness where electrode loss = gain: {equal_thickness_um:.0f} um")
print(f"Full change of Landau slope (chosen): {100 * slope_change:.0f} %")
print(f"Shift with varying Landau slope: {slope_shift:.4f} K")
print(f"Covariance part of that shift: {covariance:.4f} K")
print(f"Carrier density, Debye length = film: {carriers_cm3:.2e} cm^-3")
print(f"Gain with that mobile charge: {gain_debye:.6f} K")
print(f"Quartic coefficient b (rough input): {quartic:.2e} J m5/C4")
print(f"Sextic coefficient (rough input): {sextic:.2e} J m9/C6")
print(f"First-order offset above stability limit: {first_order_offset:.1f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Curie constant (rough input): 1.5e+05 K
Background relative permittivity (rough input): 10
Average Curie temperature (rough input): 750 K
Full width of Curie-temperature grade: 50 K
Film thickness: 30 nm
Landau slope a: 7.529e+05 m/(F K)
Depolarization temperature Theta: 15000 K
Variance of linear grade: 208.33 K^2
Standard deviation of linear grade: 14.43 K
Gain, linear grade, diagonalization: 0.013888 K
Gain, linear grade, closed form: 0.013889 K
Gain change on doubling mesh: 7.23e-07 K
Gain, two equal layers 50 K apart: 0.04167 K
Gain, standard deviation 50 K: 0.1667 K
Gain, linear grade, permittivity 5: 0.006944 K
Linear full width for 1 K gain (estimate): 424 K
Strong-contrast test, Theta 60 K, gain: 3.4324 K
Skewed test profile, gain: 0.015040 K
Skewed test profile, third-moment part: 4.00e-05 K
Chosen mean polarization: 10 uC/cm2
Polarization range across film: 0.0331 uC/cm2
Largest internal field: 18.7 kV/cm
Breakdown field (rough input): 1000 kV/cm
Internal field / breakdown field: 0.019
Gradient coefficient (rough input): 1.0e-10 J m3/C2
Gradient coefficient / Landau slope: 132.8 K nm2
Fraction of gain lost to normal gradient: 1.17e-04
In-plane relative permittivity (rough input): 100
Critical thickness for long-wave domains: 97.8 nm
Same, in-plane permittivity 1000: 30.9 nm
k^2 coefficient at 30 nm: -120.3 K nm2
k^2 coefficient at 150 nm: 179.7 K nm2
No gradient energy, k = 1 1/nm, shift: 8.78 K
No gradient energy, k = 10 1/nm, shift: 21.47 K
No gradient energy, k = 100 1/nm, shift: 24.24 K
Electrode screening length (rough input): 0.01 nm
Uniform shift with real electrodes: -99.32 K
Best modulated shift, real electrodes: -73.43 K
Wavevector of best modulation: 0.450 1/nm
Its change on doubling mesh: -0.005 K
Thickness where electrode loss = gain: 216 um
Full change of Landau slope (chosen): 10 %
Shift with varying Landau slope: 0.4305 K
Covariance part of that shift: 0.4166 K
Carrier density, Debye length = film: 3.97e+16 cm^-3
Gain with that mobile charge: 0.015277 K
Quartic coefficient b (rough input): -2.90e+08 J m5/C4
Sextic coefficient (rough input): 1.56e+09 J m9/C6
First-order offset above stability limit: 13.4 K
ALL CHECKS PASSED
```
